# Counting Rising Band Crossings to Compute Ballistic Transistor Current

## One band, one transverse wave number

Take a channel along $x$ in which the transverse wave number $k_y$ is conserved, and look at one value of $k_y$ and one band with a single minimum $E_0$ as a function of $k_x$. Above $E_0$ the band crosses a given energy $E$ twice, once rising and once falling. The rising crossing is a state moving toward the drain.

States have density $dk_x/2\pi$ per length, and each carries particle flux $v_x=\hbar^{-1}\partial E/\partial k_x$. The forward flux in an interval $dE$ is therefore

$$v_x\frac{dk_x}{2\pi}=\frac1\hbar\frac{\partial E}{\partial k_x}\frac{dk_x}{2\pi}=\frac{dE}{h}.$$

The velocity has cancelled. A band with one minimum carries $dE/h$ whatever its mass, so it seems enough to count the band edges lying below $E$.

That scheme can fail once a band has two minima. In the germanium film treated below, at $k_y=0$ and 96.89 meV, one subband edge at $k_x=0$ lies below the energy, yet there are three rising crossings. The lowest subband supplies one. The second subband has its zone-centre value at 109.31 meV but dips to 84.47 meV at $k_x=\pm0.24$ nm$^{-1}$. Between those energies it rises twice: on the inner side of the left minimum and on the outer side of the right one. What must be counted is crossings.

## The current as a count

Let $f_S$ and $f_D$ be the Fermi functions of source and drain, with Fermi levels $\mu_S$ and $\mu_D$, and let $e>0$. Energy is the carrier's own energy, counted upward for holes too, and current is positive when carriers flow from source to drain. Assume first a uniform channel with reflectionless contacts: the source fills all states with $v_x>0$, the drain all those with $v_x<0$. With $g$ equivalent spin branches and channel width $W$,

$$\frac IW=\frac{ge}{4\pi^2}\sum_n\int dk_y\left[\int_{v_x>0}v_xf_S\,dk_x+\int_{v_x<0}v_xf_D\,dk_x\right].$$

Define $N(E,k_y)$ as the number of rising crossings, summed over bands $n$. Substituting $v_x\,dk_x=dE/\hbar$ turns the first inner integral, after the band sum, into $\hbar^{-1}\int N f_S\,dE$. For the second we need the number of falling crossings. A continuous band that is periodic in $k_x$, or that lies above $E$ at both ends of the table, must fall through $E$ as often as it rises. The second integral is thus $-\hbar^{-1}\int Nf_D\,dE$. Since $4\pi^2\hbar=2\pi h$,

$$\boxed{\frac IW=\frac{ge}{h}\int dE\,M(E)\,[f_S-f_D],\qquad M(E)=\frac1{2\pi}\int dk_y\,N(E,k_y).}$$

$M$ is the number of modes per width and per spin branch.

## Making the count safe on a table

**Crossings at nodes.** Suppose the energies $E_j$ are tabulated at increasing $k_x$. Searching for roots with a tolerance can find a crossing at a node twice, or miss it. Linear interpolation avoids the search: a cell contains one rising crossing when

$$E_j\le E<E_{j+1}.$$

The interval is closed below and open above, so neighbouring cells on a rising run share no energy and leave none out.

**Steps in energy.** $N$ jumps by integers, so an energy grid resolves its thresholds only to within a step. The integral over one rising cell can be done in closed form instead. Define

$$P(E)=\int_E^\infty(f_S-f_D)\,dE'=kT\ln\frac{1+e^{(\mu_S-E)/kT}}{1+e^{(\mu_D-E)/kT}}.$$

Differentiating $kT\ln(1+e^{(\mu-E)/kT})$ gives $-f$, and the expression vanishes at large $E$, which confirms sign and constant. A rising cell contributes $P(E_j)-P(E_{j+1})$. Along an unbroken rising run the intermediate terms cancel, leaving

$$\frac IW=\frac{ge}{h}\frac1{2\pi}\int dk_y\sum_{\rm runs}\left[P(E_{\min})-P(E_{\max})\right].$$

The current depends on the turning energies of the bands and not on the shape between them. If the table ends on a rising run, the omitted part above its last energy is at most $P(E_{\rm end})$ for that run.

**A minimum between nodes.** The table then starts the run too high. With spacing $\Delta k_x$, the worst offset is $\Delta k_x/2$, and for mass $m_x$ the edge is raised by

$$\delta E=\frac{\hbar^2(\Delta k_x/2)^2}{2m_x}=\frac{\hbar^2\Delta k_x^2}{8m_x}.$$

For $m_x=0.1\,m_0$ and $\Delta k_x=0.2$ nm$^{-1}$, using $\hbar^2/2m_0=0.0381$ eV nm², this is $0.0381\times0.1^2/0.1=0.0038$ eV. On such a grid, with the parabolic parameters of the next section, the current is low by 7.59% relative to the analytic value. Halving the step reduces the loss to 1.93%. The ratio 3.9 is close to the factor four expected from a quadratic error; it is slightly smaller because $\delta E$ is not negligible against the energies that set the scale of the current, $kT$ and the height of $\mu_S$ above the edge. Putting a node at each symmetry-fixed extremum removes this error there.

**Sorted bands.** Diagonalization returns energies in ascending order, so labels are exchanged where bands cross. Away from the crossing this leaves the summed count unchanged. But if a rising and a falling band cross inside one cell, the sorted lower band can start and end at nearly the same energy, and so can the upper one. For $\cos k$ and $-\cos k$, with their crossings centred in cells, the true count at $E=0$ is 2 and the sorted table gives 0. The fault is confined to an energy window no wider than the bands' change across the cell, so it shrinks with the step. Where such a window matters, refine the cell or follow the bands by eigenvector overlap.

## Validation against a parabolic band

Let $\varepsilon$ be the energy above the edge of

$$\varepsilon=\frac{\hbar^2k_x^2}{2m_x}+\frac{\hbar^2k_y^2}{2m_y}.$$

There is one rising crossing if the transverse energy is below $\varepsilon$, that is for $|k_y|<k_0=\sqrt{2m_y\varepsilon}/\hbar$, and none otherwise. Hence

$$M(\varepsilon)=\frac{2k_0}{2\pi}=\frac{\sqrt{2m_y\varepsilon}}{\pi\hbar}.$$

The longitudinal mass $m_x$ is absent. Inserting this in the current and using $\int_0^\infty\sqrt\varepsilon f\,d\varepsilon=(kT)^{3/2}\Gamma(3/2)F_{1/2}(\eta)$, with $\Gamma(3/2)=\sqrt\pi/2$ and $\eta=\mu/kT$ measured from the edge, gives

$$\frac IW=\frac{ge}{h}\frac{\sqrt{2m_y}}{\pi\hbar}\frac{\sqrt\pi}{2}(kT)^{3/2}\left[F_{1/2}(\eta_S)-F_{1/2}(\eta_D)\right].$$

Here $F_{1/2}$ is normalized so that $F_{1/2}\to e^\eta$ for $\eta\ll-1$.

The mass $m_x$ returns when current is compared with density. In the nondegenerate limit with $g=2$, the forward half of the carriers has density $p_+=\sqrt{m_xm_y}\,kT\,e^{\eta_S}/(2\pi\hbar^2)$. Dividing the source part of the current by $ep_+$,

$$v_+=\frac{1}{\pi\hbar}\,\frac{\sqrt{2m_y}\,(kT)^{3/2}}{2\sqrt\pi\,\hbar}\,\frac{2\pi\hbar^2}{\sqrt{m_xm_y}\,kT}=\sqrt{\frac{2kT}{\pi m_x}},$$

the thermal velocity along the channel.

The table error in $M$ can be bounded. On a symmetric $k_y$ grid of step $\Delta k_y$, write $k_0=(J+r)\Delta k_y$ with integer $J$ and $0\le r<1$. The trapezoidal rule sees $2J+1$ occupied nodes, and

$$(2J+1)\Delta k_y-2k_0=(1-2r)\Delta k_y.$$

The magnitude is at most $\Delta k_y$, so the error in $M$ is at most $\Delta k_y/2\pi$. For a step of 0.02 nm$^{-1}$ the bound is 3.183 modes per µm per spin; the largest error found over 40 energies up to 0.2 eV is 3.135. The table was run with $m_y=0.2\,m_0$ and with $m_x=0.1$ and $0.4\,m_0$, and the two mode counts agreed.

The current is more accurate than the count because the energy integral is done first, leaving a smooth function of $k_y$ for the trapezoidal rule. At 300 K, $\mu_S$ 50 meV above the edge and 0.4 V bias, table and formula both give 567.868 µA/µm.

## When the barrier count is too large

A transistor is not uniform: its potential has a maximum between source and drain. It is tempting to apply the count at that maximum and call it transmission. For a band with one minimum this is reasonable when the barrier is smooth. With several minima, some forward states at the top may not come from the source.

A chain with first- and second-neighbour hopping shows why. Its band and slope are

$$E(k)=-2t_1\cos k-2t_2\cos2k,\qquad \frac{dE}{dk}=2\sin k\,(t_1+4t_2\cos k).$$

For $t_1=1$ and $t_2=-0.6$ there are minima at $\cos k=-t_1/4t_2=0.417$, with energy $-1.62$, and a local maximum at $k=0$ with energy $-0.8$. At $E=-1.2$ two branches rise. A Green-function calculation for the uniform chain gives transmission 2.00000, in agreement with the count.

Now add a smooth barrier of height 1.5 and inject at $E=0.3$. At the top the local energy is $0.3-1.5=-1.2$, so the count there is still 2. In the leads it is 1. The calculated transmission is 1.00000. Following the inner forward branch back toward the source explains the missing mode. The potential falls, the local energy rises, and at $-0.8$ this branch meets the inner backward branch at $k=0$, where the velocity vanishes. The carrier turns round: that branch is a trapped orbit around the barrier top and carries no source current.

Counting at the top is thus justified when each counted branch continues to both contacts without reflection. Otherwise, for a smooth barrier without tunnelling or transitions between branches, the smallest count along the path limits the transmission.

## A germanium film

The example is a p-channel double-gate transistor: an 8 nm germanium film with (001) faces and the channel along [100], at 300 K, where $kT=25.85$ meV. The total hole density at the barrier top is $p=4\times10^{12}$ cm$^{-2}$ and the drain bias magnitude is 0.4 V. The valence parameters, roughly typical of germanium, are $\gamma_1=13.4$, $\gamma_2=4.2$, $\gamma_3=5.7$ and split-off energy $\Delta=0.29$ eV.

In the basis of three $p$-like orbitals and spin, the hole Hamiltonian has orbital elements

$$H_{ii}=\frac{\hbar^2}{2m_0}\left[(\gamma_1-2\gamma_2)k^2+6\gamma_2k_i^2\right],\qquad H_{ij}=\frac{\hbar^2}{2m_0}6\gamma_3k_ik_j,$$

plus $(\Delta/3)(1-\mathbf l\cdot\boldsymbol\sigma)$. Here $\mathbf l$ is the orbital angular momentum in units of $\hbar$ and $\boldsymbol\sigma$ the Pauli matrices. Hard walls at $z=0$ and $L$ are imposed by expanding in eight functions $\sin(n\pi z/L)$ with $k_z=-i\,d/dz$. Reflection in the midplane divides the matrix into two blocks with equal energies; one is tabulated and $g=2$. The table step is 0.02 nm$^{-1}$.

The zone-centre energies can be checked by hand. The unit is $\hbar^2\pi^2/(2m_0L^2)=0.0381\times9.870/64=5.876$ meV. Heavy holes have no $Z$ orbital and $\mathbf l\cdot\boldsymbol\sigma=1$, so their energies are $(13.4-8.4)\,n^2\times5.876$ meV: 29.4, 117.5 and 264.4 meV, as tabulated. The remaining level, 109.3 meV, is the first light-hole state, mixed with the split-off band.

For the device, forward states are filled from the source and backward states from the drain. Forward and backward states are equally numerous at each energy in this symmetric film, so

$$p=\tfrac12\left[p_{\rm eq}(\mu_S)+p_{\rm eq}(\mu_D)\right],\qquad \mu_D=\mu_S-0.4\ {\rm eV},$$

where $p_{\rm eq}(\mu)$ is the density with all states filled to one Fermi level. Solving for the given $p$ puts $\mu_S$ 31.4 meV above the edge, meaning the lowest tabulated energy. The current is 618 µA/µm, or 0.62 mA/µm. Counting on an energy grid gives 618.11, and integrating velocities over the $k$ plane, without counting crossings, gives 618.04 µA/µm. These three routes share the eight-sine basis and the range $|k_x|,|k_y|\le1.6$ nm$^{-1}$, so their agreement does not test either. Extending the table to 2.4 nm$^{-1}$ raises the current by about 1 µA/µm, and using 24 sines lowers it by about 2 µA/µm. With both changes $\mu_S$ lies 31.0 meV above the edge, and the larger basis lowers the second-subband minimum by 0.1 meV. The current and the velocities below are therefore good to about 0.3%. The injection velocity is

$$v_{\rm inj}=\frac{I}{epW}=\frac{618\ {\rm A/m}}{(1.602\times10^{-19}\ {\rm C})(4\times10^{16}\ {\rm m^{-2}})}=9.64\times10^4\ {\rm m/s},$$

or $9.64\times10^6$ cm/s.

A single parabolic band with the zone-centre mass $0.0718\,m_0$ is a poor substitute. At 25 meV above the edge, with spin, it has

$$\frac2\pi\sqrt{\frac{0.025\times0.0718}{0.0381}}=0.138\ {\rm nm}^{-1},$$

or 138 modes per µm, against 363 in the film. At 150 meV the numbers are 339 and 2031. The film counts carry grid and basis error: half the step on a table extended to 2.4 nm$^{-1}$ gives 360 and 2040, and 24 sines add about 20 at 150 meV. Near 25 meV the count rises steeply with energy, and its average over $\pm2$ meV is 347. Having too few states, the parabolic band must be filled much further to hold the same density. Its forward density per unit $\eta_S$, in the degenerate limit, is $mkT/2\pi\hbar^2=3.9\times10^{11}$ cm$^{-2}$, so $\eta_S\approx10.3$ and $\mu_S$ lies 267 meV above the edge. The resulting current is 3142 µA/µm, five times the film's value at equal density and bias. Fitting the curvature at one point does not secure either the mode count or the density.

## What the number leaves out

**Scattering.** Take a rough mobility of 300 cm²/Vs and a barrier that falls by 0.1 eV in 7.5 nm as an inverted parabola. The forward velocity $v_+$ is taken from the film's own bands: with the Fermi level $10\,kT$ below the edge, the computed current divided by $e$ times the forward density gives $v_+=8.87\times10^6$ cm/s. With diffusion coefficient $D=\mu_hkT/e$, where $\mu_h$ is the mobility, and $D=v_+\lambda/2$, the mean free path is

$$\lambda=\frac{2\times300\times0.02585}{8.87\times10^6}\ {\rm cm}=17.5\ {\rm nm}.$$

The barrier falls by $kT$ within $\ell=7.5\sqrt{25.85/100}=3.8$ nm. The usual estimate that backscattering matters mainly over this length gives $T=\lambda/(\lambda+\ell)=0.82$. If the injected flux is $F$, the net flux is $TF$, while the density is proportional to $F+(1-T)F$. At fixed density and equal forward and backward speeds, the current is multiplied by $T/(2-T)=0.70$, which gives about 430 µA/µm. This uses a nondegenerate relation for a moderately degenerate film and is an estimate.

**Tunnelling and over-barrier reflection.** An inverted parabola of curvature $V''=2(0.1)/7.5^2$ eV/nm² has $\hbar\omega=\hbar\sqrt{V''/m}=61$ meV for the zone-centre mass. Each sharp threshold $E_0$ is replaced by $[1+e^{-2\pi(E-E_0)/\hbar\omega}]^{-1}$. At fixed $\mu_S$ the current rises to 675 µA/µm, or 9%. One mass for all branches is a crude choice here: away from $k_y=0$ the lowest subband soon becomes heavier at its thresholds, which makes $\hbar\omega$ smaller, so the 9% probably overstates the effect.

**Disconnected branches.** Taking the least count over the 0.1 eV fall toward the source gives 547 µA/µm, 11% lower at fixed $\mu_S$; with half the $k$ step and the table extended to 2.4 nm$^{-1}$ it is 557 against 619, or 10% lower. This is an estimate and not a strict bound: it ignores the drain side and transitions across narrow gaps, and a crossing lost in a sorted table can lower the minimum.

**Gate field.** Each face carries half the charge, so with relative permittivity 16 the field there is $F_s=ep/2\epsilon=0.226$ MV/cm. Uniform charge makes the field fall linearly to zero at the midplane, and the potential energy differs by $eF_sL/4=45$ meV between face and midplane. Including this potential at fixed density gives 616 µA/µm, against 618 on the same coarser grid. The current is insensitive here although the bending exceeds $kT$.

Set beside real scaled transistors, the chosen density and bias are modest: strong inversion is roughly $10^{13}$ cm$^{-2}$ and supplies are nearer 0.7 V. Of the effects sized here, scattering moves the current most, by about 30%. Series resistance, strain, wall penetration and band-to-band tunnelling are not included, and the last deserves attention in a narrow-gap material such as germanium. The valence bands are also warped in the plane of the film, so the value for a [100] channel does not carry over to the common [110] direction. The 618 µA/µm is therefore the ballistic current of this model at a prescribed charge, not a prediction of a measured drive current. The numerical output follows.

## Table of computed values

```
kT at 300 K: 25.852 meV; hbar^2/2m0: 0.03810 eV nm^2
Parabolic test: my = 0.2 m0, mx = 0.1 and 0.4 m0, step 0.02 1/nm
  largest mode error per spin: 3.135 per um
  bound on that error: 3.183 per um
  muS - edge: 50 meV, bias: 0.4 V
  current, table: 567.868 uA/um
  current, formula: 567.868 uA/um
  straddling grid, loss at step 0.2 1/nm: 7.592 %
  straddling grid, loss at step 0.1 1/nm: 1.930 %
Crossing cell: true count 2, sorted-table count 0
Chain t1 = 1.0, t2 = -0.6: uniform count 2, T = 2.00000
  barrier 1.5 t1: top count 2, lead count 1
  T at E = 0.25, 0.30, 0.35 t1: 1.00000 1.00000 1.00000
Ge film: 8 nm, gammas 13.4 4.2 5.7, split-off 0.29 eV
  hole density 4.0e+12 cm^-2, bias 0.4 V, eps_r 16
  subbands at k=0: 29.38 109.31 117.51 264.40 meV
  basis error, 8 against 14 sines: 0.2901 meV
  2nd subband minimum (ky=0): 84.47 meV at 0.24 1/nm
  at 96.89 meV, ky=0: crossings 3, edges below 1
  zone-centre mass of lowest subband: 0.0718 m0
  modes per um with spin (film; parabolic band):
    25 meV above edge: 362.9; 138.2
    50 meV above edge: 452.0; 195.4
    100 meV above edge: 1165.0; 276.4
    150 meV above edge: 2030.8; 338.5
  muS - edge: 31.38 meV
  current, exact cell sum: 617.91 uA/um
  current, energy-grid count: 618.11 uA/um
  current, velocity quadrature: 618.04 uA/um
  current, doubled k step: 617.58 uA/um
  injection velocity: 9.642e+06 cm/s
  parabolic band: muS - edge 266.59 meV, current 3142.49 uA/um
Neglected: barrier falls 0.1 eV in 7.5 nm, mobility 300 cm2/Vs
  barrier hbar*omega: 61.43 meV
  current with tunnelling, same muS: 674.55 uA/um
  thermal velocity 8.872e+06 cm/s, mean free path 17.48 nm
  kT length 3.81 nm, transmission 0.821
  current ratio to ballistic, same density: 0.696
  face field 0.226 MV/cm, bending 45.24 meV
  current with bending, same density: 616.24 uA/um
  current with least count toward source: 547.27 uA/um
```
